\section*{Depolarizing field and critical thickness of a ferroelectric film between screening electrodes}

\section*{Question}

I have a ferroelectric film of thickness $d$, polarized normal to its plane, between two metal electrodes in short circuit. The electrodes screen imperfectly, and this is described by an effective screening length $\lambda$. I want the depolarizing field in the film and, from a Landau double well, the thickness below which the polarization disappears.

I can get a field $E(P)$ from a series-capacitor argument, but then I am stuck. If I add $-EP$ to the Landau energy I find one critical thickness, and if I add $-EP/2$ I find another, about half as large. I also do not know whether the electrodes carry an energy of their own, which permittivity of the film belongs in the formula, or why the polarization may be taken uniform. How does the derivation go with all factors in place, and when does the result describe the first instability of the film?

\section*{Answer}

\subsection*{Model and conventions}

I use Hartree atomic units, which are Gaussian: $\nabla\cdot\mathbf D=4\pi\rho$ with $\rho$ the free charge density. The film fills $0<z<d$ and holds no free charge. The soft-mode polarization $P$ points along $z$ and has, at zero macroscopic field, the free energy density
\begin{equation}
f(P)+\tfrac12 g|\nabla P|^2,\qquad f(P)=\tfrac12aP^2+\tfrac14bP^4,\qquad a<0,\quad b,g>0 .
\end{equation}
The minima of $f$ lie at $P_0^2=|a|/b$ and the well depth is $\Delta=a^2/4b$. All other polarizability is linear and is put into a background permittivity, $\epsilon_b$ along $z$ and $\epsilon_x$ in the plane, so that $D_z=\epsilon_bE_z+4\pi P$. This answers the question about the permittivity: the response of the soft mode is already contained in $f$, and a total permittivity in place of $\epsilon_b$ would count it twice. There is no surface term in $P$, so $\partial P/\partial z=0$ at both faces; strain is taken as absorbed in $a$ and $b$; the treatment is mean field. Until the section on stripes nothing depends on $x$ or $y$, and $D$, $E$ denote $z$ components.

\subsection*{The electrode: potential drop, charge and energy}

Take a Thomas--Fermi metal with density of states $g_F$ per volume at the Fermi level and background permittivity $\epsilon_e$. An electron has potential energy $-\phi$, so a uniform electrochemical potential requires the local Fermi energy to rise by $\phi-\phi_\infty$, where $\phi_\infty$ is the potential deep in the metal. The excess density is $\delta n=g_F(\phi-\phi_\infty)$ and $\rho=-\delta n$. Poisson's equation $\epsilon_e\phi''=-4\pi\rho$ becomes
\begin{equation}
\phi''=\frac{\phi-\phi_\infty}{l^2},\qquad l^2=\frac{\epsilon_e}{4\pi g_F}.
\end{equation}
In the bottom electrode ($z<0$, deep potential $\phi_b$) the decaying solution is $\phi-\phi_b=Ae^{z/l}$. There is no sheet of free charge at the interface, so $D$ is continuous there, and $D=-\epsilon_e\phi'(0^-)=-\epsilon_eA/l$. In the top electrode $\phi-\phi_t=Be^{-(z-d)/l}$ and $D=+\epsilon_eB/l$. With
\begin{equation}
\lambda=\frac{l}{\epsilon_e}
\end{equation}
this reads $\phi_b-\phi(0)=\lambda D$ and $\phi(d)-\phi_t=\lambda D$: going upward, the potential falls by $\lambda D$ in each electrode. The charge per area on the bottom electrode is
\begin{equation}
\sigma=-g_F\int_{-\infty}^0Ae^{z/l}\,dz=-g_FlA=g_Fl\lambda D=\frac{D}{4\pi},
\end{equation}
because $g_Fl\lambda=g_Fl^2/\epsilon_e=1/4\pi$. The top electrode carries $-\sigma$. The ratio of charge to drop is an interface capacitance $1/(4\pi\lambda)$ per area, and for an interface that is not Thomas--Fermi but responds linearly this relation defines $\lambda$. I take $\lambda>0$.

The electrode stores energy in two forms. The field energy is
\begin{equation}
\frac{\epsilon_e}{8\pi}\int_{-\infty}^0\frac{A^2}{l^2}e^{2z/l}\,dz=\frac{\epsilon_eA^2}{16\pi l}=\frac{\lambda D^2}{16\pi}.
\end{equation}
Changing the density by $\delta n$ also costs band energy $\epsilon_F\,\delta n+\delta n^2/2g_F$ to second order. The linear term cancels between two like electrodes, since one gains the electrons the other loses. The quadratic term gives
\begin{equation}
\int_{-\infty}^0\tfrac12g_FA^2e^{2z/l}\,dz=\tfrac14g_Fl\lambda^2D^2=\frac{\lambda D^2}{16\pi}.
\end{equation}
The total per electrode is $\lambda D^2/8\pi=\tfrac12\sigma\,\lambda D$, the energy of a capacitor with charge $\sigma$ and voltage $\lambda D$. In this model half of it is band energy.

\subsection*{The depolarizing field}

In the film $dD/dz=0$, so $D$ is one number. Take $P$ uniform for now; then $E=(D-4\pi P)/\epsilon_b$ is uniform too. Allow two lengths with sum $\Lambda=\lambda_1+\lambda_2$, and let $V=\phi_b-\phi_t$. Adding the three drops and inserting $D=\epsilon_bE+4\pi P$,
\begin{align}
V&=\lambda_1D+Ed+\lambda_2D=E\,(d+\epsilon_b\Lambda)+4\pi\Lambda P,\\
E&=\frac{V-4\pi\Lambda P}{d+\epsilon_b\Lambda}.\label{eq:EV}
\end{align}
For like electrodes in short circuit, $V=0$ and $\Lambda=2\lambda$; dividing numerator and denominator by $2\lambda$,
\begin{equation}
E_{\rm dep}=-\frac{4\pi P}{\epsilon_b+d/2\lambda},\qquad
\sigma=\frac{D}{4\pi}=-\frac{E_{\rm dep}d}{8\pi\lambda}=\frac{P\,d}{d+2\lambda\epsilon_b},\label{eq:Edep}
\end{equation}
where $D=-E_{\rm dep}d/2\lambda$ is the short-circuit condition. In SI units the $4\pi$ in $E_{\rm dep}$ becomes $1/\varepsilon_0$, with $\varepsilon_0$ the vacuum permittivity, and $\sigma=D$.

The signs agree with the charges: for $P>0$ the soft-mode bound charge at the bottom face is $-P$, the electrode answers with $+\sigma$, and $E_{\rm dep}=-4\pi(P-\sigma)/\epsilon_b$ opposes $P$ because $\sigma<P$. For $\lambda\to0$, $\sigma\to P$ and the field vanishes. For $d\ll2\lambda\epsilon_b$, $\sigma\to0$ and the field tends to the open-circuit value $-4\pi P/\epsilon_b$. For $d\gg2\lambda\epsilon_b$, $E_{\rm dep}\simeq-8\pi\lambda P/d$: the two interface drops, $4\pi\lambda P$ each, are spread over the film.

\subsection*{The free energy and the factor of one half}

Treat $P$ and $D$ as independent; $D$ can vary because charge flows through the wire. The energy per area is the Landau part, the field energy $\epsilon_bE^2/8\pi$ of the film, the two electrode energies, and the work $-V\sigma$ of the source:
\begin{equation}
G(P,D)=d\,f(P)+d\,\frac{(D-4\pi P)^2}{8\pi\epsilon_b}+\frac{2\lambda D^2}{8\pi}-\frac{VD}{4\pi}.\label{eq:G}
\end{equation}
The two stationarity conditions are
\begin{align}
4\pi\frac{\partial G}{\partial D}&=Ed+2\lambda D-V=0,\\
\frac1d\frac{\partial G}{\partial P}&=aP+bP^3-E=0.\label{eq:eos}
\end{align}
The first is the circuit condition found above. With the electrode field energy alone it would read $Ed+\lambda D=V$, which is wrong, so the band energy is needed. The second is the equation of state of the ferroelectric in the field $E$.

Eliminate $D$ at $V=0$. With $D=-Ed/2\lambda$, the two electrostatic terms are
\begin{equation}
\frac{d\,\epsilon_bE^2}{8\pi}+\frac{2\lambda}{8\pi}\frac{E^2d^2}{4\lambda^2}
=\frac{dE^2}{8\pi}\Big(\epsilon_b+\frac{d}{2\lambda}\Big)
=\frac{dE}{8\pi}\,(-4\pi P)=-\frac d2E_{\rm dep}P,
\end{equation}
where (\ref{eq:Edep}) replaced one factor of $E$. Therefore
\begin{equation}
\frac Gd=\tfrac12a_{\rm eff}P^2+\tfrac14bP^4,\qquad a_{\rm eff}(d)=a+\frac{4\pi}{\epsilon_b+d/2\lambda}.\label{eq:aeff}
\end{equation}
Write $E_{\rm dep}=-NP$ with $N=4\pi/(\epsilon_b+d/2\lambda)$. Varying $f-EP$ at fixed $E$ gives (\ref{eq:eos}), and inserting $E=-NP$ afterwards gives $(a+N)P+bP^3=0$. Varying $f+\tfrac12NP^2$ gives the same equation. Inserting $E=-NP$ into $-EP$ before varying gives $a+2N$, which contradicts (\ref{eq:eos}). A field that is proportional to $P$ grows together with $P$, and the work done against it is $\int_0^PNP'\,dP'=\tfrac12NP^2$.

\subsection*{Why the profile is uniform across the film}

Let $P(z)=\bar P+\delta P(z)$ with $\int\delta P\,dz=0$. $D$ is still constant, and the cross term integrates to zero:
\begin{equation}
\int_0^d\frac{(D-4\pi P)^2}{8\pi\epsilon_b}\,dz=d\,\frac{(D-4\pi\bar P)^2}{8\pi\epsilon_b}+\frac{2\pi}{\epsilon_b}\int_0^d\delta P^2\,dz .
\end{equation}
The electrodes screen $\bar P$ and do not respond to $\delta P$. Using also $\int P^2dz=d\bar P^2+\int\delta P^2dz$,
\begin{equation}
G=\tfrac12a_{\rm eff}\,d\bar P^2+\tfrac12\Big(a+\frac{4\pi}{\epsilon_b}\Big)\int\delta P^2dz+\frac b4\int P^4dz+\frac g2\int P'^2dz .
\end{equation}
Since $P^4$ is convex, $\int P^4dz\ge d\bar P^4$. If
\begin{equation}
|a|<4\pi/\epsilon_b,\label{eq:cond}
\end{equation}
every term that depends on $\delta P$ is smallest at $\delta P=0$, so among laterally uniform states the minimum has constant $P$. A surface term in the energy would bend the profile and change the critical thickness derived next.

\subsection*{Critical thickness of the single-domain state}

The well (\ref{eq:aeff}) is double when $a_{\rm eff}<0$. Setting $\epsilon_b+d/2\lambda=4\pi/|a|$,
\begin{equation}
d_c=2\lambda\Big(\frac{4\pi}{|a|}-\epsilon_b\Big)=2\lambda\Big(\frac{\pi P_0^2}{\Delta}-\epsilon_b\Big),\label{eq:dc}
\end{equation}
where $|a|=4\Delta/P_0^2$ follows from $\Delta=a^2/4b=|a|P_0^2/4$. The faulty $a+2N$ would double the term $4\pi/|a|$, which is the near factor of two in the question. Condition (\ref{eq:cond}) is the condition $d_c>0$. If $|a|\ge4\pi/\epsilon_b$, then $a_{\rm eff}<0$ for every $d>0$, because $N<4\pi/\epsilon_b$ at any finite thickness, and the model has no critical thickness. For $|a|>4\pi/\epsilon_b$ even the open-circuit field cannot close the well.

Equation (\ref{eq:dc}) gives $8\pi\lambda=|a|(d_c+2\lambda\epsilon_b)$, and hence
\begin{equation}
a_{\rm eff}=-|a|+\frac{8\pi\lambda}{d+2\lambda\epsilon_b}=-|a|\,\frac{d-d_c}{d+2\lambda\epsilon_b}.
\end{equation}
For $d>d_c$ the minimum has $P^2=-a_{\rm eff}/b$, so
\begin{equation}
P^2=P_0^2\,\frac{d-d_c}{d+2\lambda\epsilon_b},\qquad \frac Gd=-\frac{a_{\rm eff}^2}{4b}.
\end{equation}
$P$ rises as $\sqrt{d-d_c}$ (a mean-field exponent) and approaches $P_0$ with a $1/d$ correction. The equilibrium field follows from (\ref{eq:eos}): with $u=P/P_0$, $E_{\rm dep}=-|a|P_0\,u(1-u^2)$. It vanishes at $d_c$ and for $d\to\infty$, and its magnitude peaks where $1-3u^2=0$, that is at $3(d-d_c)=d+2\lambda\epsilon_b$ or $d_1=\tfrac32d_c+\lambda\epsilon_b$. For $d_c<d<d_1$ the film sits on the part of the well with negative curvature, $f''=|a|(3u^2-1)<0$, and the electrodes hold it there against laterally uniform changes of $P$; against stripes it need not be stable in this range.

For unlike electrodes $2\lambda\to\Lambda$. A bias, applied or built in through unequal work functions, enters by combining (\ref{eq:EV}) and (\ref{eq:eos}): $a_{\rm eff}P+bP^3=V/(d+\epsilon_b\Lambda)$. Then $P=0$ is not a solution at any thickness, and the sharp threshold is rounded.

\subsection*{The same threshold from the capacitance}

Near $P=0$, (\ref{eq:eos}) is $aP=E$, so $D=\epsilon_0E$ with $\epsilon_0=\epsilon_b-4\pi/|a|=-d_c/2\lambda<0$. Then $V=D(2\lambda+d/\epsilon_0)$ and
\begin{equation}
C=\frac\sigma V=\frac{1}{4\pi(2\lambda+d/\epsilon_0)}=\frac{1}{8\pi\lambda}\,\frac{1}{1-d/d_c}\qquad(d<d_c).
\end{equation}
The film acts as a negative capacitance in series with the two interfaces. The total exceeds the value $1/(8\pi\lambda)$ of the interfaces alone and diverges at $d_c$, where a short-circuited stack can hold charge at no voltage.

\subsection*{Stripes: when $d_c$ is the first instability}

The thickness $d_c$ concerns laterally uniform states, and the nonpolar film can lose stability earlier to $P=p(z)\cos kx$. Take like electrodes at $V=0$, with $\phi_\infty=0$, and work to second order in $P$. Multiply $\nabla\cdot\mathbf D=4\pi\rho$ by $\phi$ and integrate by parts over the stack, with $\rho=-g_F\phi$ in the metals:
\begin{equation}
\int\big(\epsilon_{zz}\phi_z^2+\epsilon_{xx}\phi_x^2+4\pi g_F\phi^2\big)=4\pi\int P\phi_z .
\end{equation}
The left side is $8\pi W$, with $W\ge0$ the field plus band energy, so $W=-\tfrac12\int PE_z$ for any profile. With $E_z=e(z)\cos kx$, and the averages of $\cos^2kx$ and $\sin^2kx$ both $\tfrac12$, the lowest stiffness at wave number $k$ is
\begin{equation}
\mu(d,k)=\min_p\Big[a+gk^2+\frac{g\int p'^2dz-\int p\,e\,dz}{\int p^2dz}\Big].
\end{equation}
The film is unstable where $\mu<0$. Since $W\ge0$, modes with $gk^2\ge|a|$ are not unstable. In the metal $\nabla^2\phi=\phi/l^2$ gives the decay constant $\sqrt{l^{-2}+k^2}$, so at the top face $\phi=\lambda_kD_z$ with $1/\lambda_k=\epsilon_e\sqrt{l^{-2}+k^2}$. Let $\zeta=z-d/2$.

\emph{Upper bound on $\mu$.} Any trial $p$ gives one; take $p$ constant. Then $\nabla\cdot\mathbf P=0$ inside, $\epsilon_b\phi_{zz}+\epsilon_x\phi_{xx}=0$, and $\phi=A\sinh(q_b\zeta)\cos kx$ with $q_b=k\sqrt{\epsilon_x/\epsilon_b}$. With $X=q_bd/2$ the top boundary condition is $4\pi p-\epsilon_bq_bA\cosh X=A\sinh X/\lambda_k$. The mean field is minus the potential difference over $d$:
\begin{equation}
\bar e=-\frac{2A\sinh X}{d}=-\frac{4\pi p}{\epsilon_bX\coth X+d/2\lambda_k},\qquad
\mu_{\rm up}=a+gk^2+\frac{4\pi}{\epsilon_bX\coth X+d/2\lambda_k}.
\end{equation}
At $k=0$ this is $a_{\rm eff}$. For small $k$, $X\coth X\simeq1+X^2/3$ with $\epsilon_bX^2/3=\epsilon_xk^2d^2/12$, and $1/\lambda_k\simeq(1+k^2l^2/2)/\lambda$. At $d=d_c$ the denominator is $4\pi/|a|+\delta$ with $\delta=k^2[\epsilon_xd_c^2/12+d_cl^2/4\lambda]$, and $4\pi/(4\pi/|a|+\delta)\simeq|a|-a^2\delta/4\pi$. So
\begin{equation}
\mu_{\rm up}(d_c,k)=(g-g^*)k^2+O(k^4),\qquad g^*=\frac{a^2}{4\pi}\Big[\frac{\epsilon_xd_c^2}{12}+\frac{d_cl^2}{4\lambda}\Big].\label{eq:gstar}
\end{equation}
Modulation costs gradient energy and saves electrostatic energy, because field lines can close sideways through the film (first term) and through the skin of the metal (second term).

\emph{Lower bound on $\mu$.} Drop the non-negative term $g\int p'^2$. The eigenvalue equation is then local, $(a+gk^2-\mu)p=e$. For $\mu=0$ and $gk^2<|a|$ this gives $D_z=\epsilon_zE_z$ with $\epsilon_z=\epsilon_b-4\pi/(|a|-gk^2)$, negative by (\ref{eq:cond}). The equation $\epsilon_z\phi_{zz}+\epsilon_x\phi_{xx}=0$ now has oscillating solutions with $q=k\sqrt{\epsilon_x/|\epsilon_z|}$. For $\phi=\sin(q\zeta)\cos kx$, $D_z=-\epsilon_z\phi_z=|\epsilon_z|q\cos(q\zeta)\cos kx$, and the boundary condition gives $\tan(qd/2)=\lambda_k|\epsilon_z|q$. For $\phi=\cos(q\zeta)\cos kx$ it gives $\tan(qd/2)=-1/(\lambda_k|\epsilon_z|q)$, which needs $qd/2>\pi/2$. The smallest thickness with a zero mode is therefore
\begin{equation}
d_0(k)=\frac2q\arctan(\lambda_k|\epsilon_z|q).\label{eq:d0}
\end{equation}
As $d\to0$ the field tends to $-4\pi p/\epsilon_b$ and the stiffness to $a+gk^2+4\pi/\epsilon_b>0$; it varies continuously with $d$, so the mode $k$ is stable for $d<d_0(k)$. For $\mu\neq0$ replace $|a|$ by $|a|+\mu$ in (\ref{eq:d0}). Set the left side to $d_c=2\lambda|\epsilon_0|$, use $\arctan y\simeq y(1-y^2/3)$ with $y^2\simeq\lambda^2|\epsilon_0|\epsilon_xk^2$, and expand $|\epsilon_z|\simeq|\epsilon_0|+4\pi(gk^2-\mu)/a^2$:
\begin{align}
|\epsilon_0|&=\Big(1-\frac{k^2l^2}2\Big)\Big(|\epsilon_0|+\frac{4\pi(gk^2-\mu)}{a^2}\Big)\Big(1-\frac{\lambda^2|\epsilon_0|\epsilon_xk^2}{3}\Big),\\
\mu_{\rm low}&=k^2\Big[g-\frac{a^2}{4\pi}\Big(\frac{\lambda^2\epsilon_0^2\epsilon_x}{3}+\frac{|\epsilon_0|l^2}{2}\Big)\Big]+O(k^4).
\end{align}
With $|\epsilon_0|=d_c/2\lambda$ the bracket is again $g-g^*$. The two bounds share their $k^2$ term, so $\mu(d_c,k)=(g-g^*)k^2+O(k^4)$.

If $g<g^*$, some stripe has $\mu<0$ at $d_c$, and by continuity also in a range below $d_c$; the single-domain threshold is then preempted. If $g>g^*$, long-wave stripes are stable at $d_c$, but finite $k$ must be examined separately, for instance by showing $d_0(k)>d_c$ for $0<k<\sqrt{|a|/g}$. All of this is linear stability of the nonpolar state with a fixed local $\epsilon_x$; the developed domain pattern is not computed. One statement about the polar side follows directly: the second variation about uniform $P$ is $\int[f''\delta P^2+g|\nabla\delta P|^2]+2W[\delta P]$, which is positive for $d>d_1$, so there the single-domain state is at least metastable in this model.

\subsection*{Numbers}

Take round model parameters: $a=-0.1$, $b=4000$ bohr$^4/e^2$, $g=20$ bohr$^2$, $\epsilon_b=8$, $l=1.2$ bohr, $\epsilon_e=3$. Then $\lambda=1.2/3=0.4$ bohr, $P_0=\sqrt{0.1/4000}=0.005\ e/$bohr$^2$ ($0.286$ C/m$^2$) and $\Delta=0.01/16000=6.25\times10^{-7}$ Ha/bohr$^3$. Condition (\ref{eq:cond}) holds, since $4\pi/\epsilon_b=1.571$; zero-mean profiles have stiffness $1.471$ before the gradient term. With $4\pi/|a|=125.66$,
\begin{equation}
d_c=0.8\,(125.66-8)=94.13\ \text{bohr}=4.98\ \text{nm}.
\end{equation}
A finite-element solution of the Poisson--Thomas--Fermi equations for the whole stack (linear elements for $\phi$, piecewise constant $p(z)$) puts the zero of the lowest Hessian eigenvalue at $94.129$ bohr, against $94.131$ from (\ref{eq:dc}).

At $d=150$ bohr ($7.94$ nm), $\epsilon_b+d/2\lambda=8+150/0.8=195.5$ and $N=4\pi/195.5=0.06428$. Then
\begin{align}
a_{\rm eff}&=-0.1+0.06428=-0.03572,\\
P&=\sqrt{0.03572/4000}=0.002988\ e/\text{bohr}^2=0.171\ \text{C/m}^2,\\
E_{\rm dep}&=-0.06428\times0.002988=-1.921\times10^{-4}\ \text{Ha}/(e\,\text{bohr})=-0.0988\ \text{V/nm},\\
\sigma&=P\,\frac{150}{150+6.4}=0.9591\,P=0.002866\ e/\text{bohr}^2 .
\end{align}
Here $D=4\pi\sigma=0.03602\ e/$bohr$^2$, each interface drop is $0.4\times0.03602=0.01441$ Ha$/e$, and two such drops divided by $150$ bohr return $|E_{\rm dep}|$. The electrodes screen 96\% of the soft-mode charge, yet $P$ is reduced to $0.598\,P_0$ and the well depth to $a_{\rm eff}^2/4b=7.98\times10^{-8}$ Ha/bohr$^3$. The reason is the smallness of $|a|$ against $4\pi/\epsilon_b$: $N=(4\pi/\epsilon_b)(1-\sigma/P)$, so a few per cent of $1.571$ is already comparable with $0.1$. Inserting the bulk $P_0$ in (\ref{eq:Edep}) would give $-3.21\times10^{-4}$, too large in magnitude by the factor $P_0/P$; the open-circuit field at $P_0$ is $-7.85\times10^{-3}$, both in Ha$/(e\,$bohr). Since $(0.598)^2>\tfrac13$, this film lies just above $d_1$: its field is close to the peak value, and the single-domain state is locally stable for either $\epsilon_x$ below.

At $d=60$ bohr, $a_{\rm eff}=+0.0514$. With $\epsilon_0=-117.66$, $2\lambda+d/\epsilon_0=0.8-60/117.66=0.2901$ bohr, and $C=1/(4\pi\times0.2901)=0.2743$ bohr$^{-1}$ ($0.577$ F/m$^2$). This is $2.76$ times $1/(8\pi\lambda)=0.0995$ bohr$^{-1}$.

For the stripes, $d_cl^2/4\lambda=84.7$ bohr$^2$. With $\epsilon_x=8$, $\epsilon_xd_c^2/12=5907$ bohr$^2$ and $g^*=(0.01/4\pi)(5907+84.7)=4.77$ bohr$^2<g$. Evaluating (\ref{eq:d0}) on a fine grid of $k$ between $0$ and $\sqrt{|a|/g}=0.0707$ bohr$^{-1}$ gives values above $d_c$ at every point, the smallest equal to $d_c$ to five figures, as expected from $d_0\to d_c$ for $k\to0$. On the evidence of this scan the uniform mode comes first.

With $\epsilon_x=100$, $\epsilon_xd_c^2/12=73839$ bohr$^2$ and $g^*=(0.01/4\pi)(73839+84.7)=58.8$ bohr$^2>g$, so stripes come first. Minimized numerically over $k$, the lower bound $d_0$ is $75.2$ bohr (at $k=0.040$ bohr$^{-1}$), and the thickness at which $\mu_{\rm up}=0$, an upper bound on the threshold, is $89.0$ bohr (at $k=0.021$ bohr$^{-1}$). The finite-element eigenvalue problem with the $z$-gradient term kept, minimized over $k$ in the same way, gives
\begin{equation}
d_{\rm stripe}=79.2\ \text{bohr}=4.19\ \text{nm},\qquad k=0.0349\ \text{bohr}^{-1},\qquad \frac{2\pi}k=180\ \text{bohr}=9.5\ \text{nm}.
\end{equation}
The nonpolar state is then lost about 15 bohr below $d_c$, so on thickening the film the divergence of $C$ at $d_c$ is not reached along the nonpolar branch. The $60$ bohr film lies below the lower bound, and its capacitance stands for both values of $\epsilon_x$. Because the leading term of $g^*$ scales as $a^2\epsilon_xd_c^2$, and $|a|d_c\simeq8\pi\lambda$ when $\epsilon_b\ll4\pi/|a|$, that term is approximately $(8\pi\lambda)^2\epsilon_x/(4\pi\cdot12)$, so $g^*\simeq\tfrac43\pi\epsilon_x\lambda^2$. The factor dropped in this step is $(1-\epsilon_b|a|/4\pi)^2$, about $0.88$ for the parameters above. In that regime, and with the small $l^2$ term neglected, the long-wave criterion $g<g^*$ involves only $g$, $\epsilon_x$ and $\lambda$, and the depth of the well drops out of it.
